# Which angular momentum is conserved for a Dirac electron?: test program

```python
"""
Result under test (atomic units): for H = c alpha.p + beta c^2 + V(r),
    [H, L] = -i c alpha x p,   [H, Sigma/2] = +i c alpha x p,
so J = L + Sigma/2 is conserved. Among u.L + v.Sigma/2 only u = v works,
because (w.(alpha x p))^2 = |w x p|^2 for every constant vector w.
K = beta (Sigma.L + 1) is conserved as well, with eigenvalue -kappa.
L = r x p; alpha, beta, Sigma are the 4x4 Dirac matrices (standard form).
Numerical case: 1s and 2s states (kappa = -1, m = 1/2) of a one-electron
ion with a point nucleus of charge Z; gamma = sqrt(1 - (Z/c)^2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- Dirac matrices ----------
I = sp.I
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def kron(a, b):
    return sp.Matrix(4, 4, lambda r, s: a[r // 2, s // 2] * b[r % 2, s % 2])


alpha = [kron(pauli[0], s) for s in pauli]
Sigma = [kron(sp.eye(2), s) for s in pauli]
beta = kron(pauli[2], sp.eye(2))

# ---------- symbolic operators acting on four arbitrary functions ----------
xyz = sp.symbols('x y z', real=True)
c_s, Z_s, mu, F = sp.symbols('c Z mu F', positive=True)
w = sp.symbols('w1:4', real=True)
r_s = sp.sqrt(sum(q**2 for q in xyz))
V = -Z_s * sp.exp(-mu * r_s) / r_s
psi = sp.Matrix([sp.Function('f%d' % k)(*xyz) for k in range(4)])


def p(k, f):
    return -I * f.diff(xyz[k])


def L(i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return xyz[j] * p(k, f) - xyz[k] * p(j, f)


def S(i, f):
    return Sigma[i] * f / 2


def J(i, f):
    return L(i, f) + S(i, f)


def H(f):
    out = c_s**2 * beta * f + V * f
    for k in range(3):
        out += c_s * alpha[k] * p(k, f)
    return out


def H_field(f):
    return H(f) + F * xyz[2] * f


def alpha_cross_p(i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return alpha[j] * p(k, f) - alpha[k] * p(j, f)


def K(f):
    out = f
    for i in range(3):
        out = out + Sigma[i] * L(i, f)
    return beta * out


def commutator(A, B):
    return A(B(psi)) - B(A(psi))


def vanishes(m):
    return all(sp.expand(e) == 0 for e in m)


for i in range(3):
    cross = alpha_cross_p(i, psi)
    assert vanishes(commutator(H, lambda f: L(i, f)) + I * c_s * cross)
    assert vanishes(commutator(H, lambda f: S(i, f)) - I * c_s * cross)
    assert vanishes(commutator(H, lambda f: J(i, f)))
assert vanishes(commutator(H, K))


def w_cross(f):
    out = sp.zeros(4, 1)
    for i in range(3):
        out += w[i] * alpha_cross_p(i, f)
    return out


def w_times_p(i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return w[j] * p(k, f) - w[k] * p(j, f)


square = sp.zeros(4, 1)
for i in range(3):
    square += w_times_p(i, w_times_p(i, psi))
assert vanishes(w_cross(w_cross(psi)) - square)

# A field along z removes J_x conservation but keeps J_z.
assert vanishes(commutator(H_field, lambda f: J(0, f)) - I * F * xyz[1] * psi)
assert vanishes(commutator(H_field, lambda f: J(2, f)))

# ---------- numerical one-electron ion ----------
c = 1 / const.fine_structure
eV = const.physical_constants['Hartree energy in eV'][0]
angstrom = const.physical_constants['Bohr radius'][0] * 1e10


def to_numpy(m):
    return np.array([[complex(m[r, s]) for s in range(4)] for r in range(4)])


al = [to_numpy(m) for m in alpha]
sg = [to_numpy(m) for m in Sigma]
be = to_numpy(beta)


def radial_state(Z, n):
    """Energy, decay constant and series coefficients for kappa = -1."""
    kappa = -1
    g = np.sqrt(1 - (Z / c)**2)
    E = c**2 / np.sqrt(1 + (Z / c / (n - 1 + g))**2)
    lam = np.sqrt((c**2 - E) * (c**2 + E)) / c
    M = np.zeros((2 * (n + 1), 2 * n))
    for k in range(n + 1):
        if k < n:
            M[2 * k, k] += -Z
            M[2 * k, n + k] += c * (kappa - g - k)
            M[2 * k + 1, k] += c * (kappa + g + k)
            M[2 * k + 1, n + k] += -Z
        if k > 0:
            M[2 * k, k - 1] += c**2 - E
            M[2 * k, n + k - 1] += c * lam
            M[2 * k + 1, k - 1] += -c * lam
            M[2 * k + 1, n + k - 1] += -(c**2 + E)
    _, sing, vt = np.linalg.svd(M)
    assert sing[-1] < 1e-11 * sing[0]
    v = vt[-1] * np.sign(vt[-1][0])
    return E, lam, g, v[:n], v[n:]


def spinor(state, x, y, z):
    _, lam, g, a, b = state
    r = np.sqrt(x * x + y * y + z * z)
    common = r**(g - 1) * np.exp(-lam * r)
    up = common * sum(q * r**k for k, q in enumerate(a))
    low = common * sum(q * r**k for k, q in enumerate(b))
    return np.array([up + 0j, 0j * up, -1j * low * z / r,
                     -1j * low * (x + 1j * y) / r])


def ion(Z):
    t = np.linspace(np.log(1e-14 / Z), np.log(80.0 / Z), 500)
    u, wu = np.polynomial.legendre.leggauss(6)
    phi = 2 * np.pi * (np.arange(8) + 0.5) / 8
    T, U, PHI = [q.ravel() for q in np.meshgrid(t, u, phi, indexing='ij')]
    r = np.exp(T)
    weight = r**3 * (t[1] - t[0]) * np.tile(np.repeat(wu, 8), len(t))
    weight = weight * 2 * np.pi / 8
    sin = np.sqrt(1 - U**2)
    pos = [r * sin * np.cos(PHI), r * sin * np.sin(PHI), r * U]
    h = 1e-3 * r

    def braket(f, g):
        return np.sum(weight * np.sum(f.conj() * g, axis=0))

    E, wave, Lz, Sz, torque = [], [], [], [], []
    for n in (1, 2):
        state = radial_state(Z, n)
        f = spinor(state, *pos)
        norm = np.sqrt(braket(f, f).real)
        f = f / norm
        mom = []
        for k in range(3):
            d = 0
            for s, q in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
                moved = list(pos)
                moved[k] = pos[k] + s * h
                d = d + q * spinor(state, *moved) / norm
            mom.append(-1j * d / (12 * h))
        Hf = c**2 * (be @ f) - Z / r * f
        for k in range(3):
            Hf = Hf + c * (al[k] @ mom[k])
        res = Hf - state[0] * f
        binding = c**2 - state[0]
        assert np.sqrt(braket(res, res).real) < 1e-6 * binding
        Lf = [pos[(i + 1) % 3] * mom[(i + 2) % 3]
              - pos[(i + 2) % 3] * mom[(i + 1) % 3] for i in range(3)]
        Kf = be @ (f + sum(sg[i] @ Lf[i] for i in range(3)))
        dK = Kf - f                     # kappa = -1 means K = +1
        assert np.sqrt(braket(dK, dK).real) < 1e-7
        E.append(state[0])
        wave.append(f)
        Lz.append(Lf[2])
        Sz.append(sg[2] @ f / 2)
        torque.append(c * (al[0] @ mom[1] - al[1] @ mom[0]))

    def table(fs):
        return np.array([[braket(a, b) for b in fs] for a in wave])

    lower = [(f - be @ f) / 2 for f in wave]
    return dict(E=np.array(E), g=state[2], L=table(Lz), S=table(Sz),
                T=table(torque), low=table(lower), one=table(wave),
                L2=braket(Lz[0], Lz[0]).real,
                r=[braket(f, r * f).real for f in wave])


Z = 80
hg, hyd = ion(Z), ion(1)
for d in (hg, hyd):
    assert np.allclose(d['one'], np.eye(2), atol=1e-8)
    assert np.allclose(d['L'] + d['S'], np.eye(2) / 2, atol=1e-8)
    prob = (1 - d['g']) / 3
    assert abs(d['L'][0, 0].real / prob - 1) < 1e-6
    assert abs(d['L2'] / prob - 1) < 1e-6
    assert abs(d['low'][0, 0].real / (1.5 * prob) - 1) < 1e-6
    assert np.allclose(d['L'], 2 * d['low'] / 3, atol=1e-8)

# Torque from quadrature against energy difference times matrix elements.
gap = hg['E'][:, None] - hg['E'][None, :]
scale = abs(hg['T'][0, 1])
assert scale > 1.0
assert np.allclose(hg['T'], 1j * gap * hg['L'], atol=1e-6 * scale)
assert np.allclose(-hg['T'], 1j * gap * hg['S'], atol=1e-6 * scale)

omega = hg['E'][1] - hg['E'][0]
L12 = hg['L'][0, 1].real
spread = np.sqrt(hg['L2'] - hg['L'][0, 0].real**2)
print('nuclear charge Z                        : %d' % Z)
print('speed of light c                        : %.6f a.u.' % c)
print('gamma for Z = 80                        : %.6f' % hg['g'])
for k, name in enumerate(('1s', '2s')):
    print('%s energy without rest energy           : %.1f eV'
          % (name, (hg['E'][k] - c**2) * eV))
    print('%s mean radius                          : %.6f angstrom'
          % (name, hg['r'][k] * angstrom))
    print('%s weight of lower components           : %.6f'
          % (name, hg['low'][k, k].real))
    print('%s <L_z>                                : %.6f hbar'
          % (name, hg['L'][k, k].real))
    print('%s <S_z>                                : %.6f hbar'
          % (name, hg['S'][k, k].real))
print('1s spread (standard deviation) of L_z   : %.6f hbar' % spread)
print('hydrogen Z = 1, 1s <L_z>                : %.4e hbar'
      % hyd['L'][0, 0].real)
print('energy difference E(2s) - E(1s)         : %.1f eV' % (omega * eV))
print('matrix element <1s|L_z|2s>              : %.6f hbar' % L12)
print('matrix element <1s|S_z|2s>              : %.6f hbar'
      % hg['S'][0, 1].real)
print('torque amplitude, 3D quadrature         : %.3f eV' % (scale * eV))
print('torque amplitude, energy gap x |L_z|    : %.3f eV'
      % (omega * abs(L12) * eV))
print('torque amplitude, 3D quadrature         : %.4f hartree' % scale)
print('equal superposition of 1s and 2s, both m = 1/2:')
for label, phase in (('0', 0.0), ('1/4', np.pi / 2), ('1/2', np.pi),
                     ('3/4', 1.5 * np.pi)):
    amp = np.array([1, np.exp(-1j * phase)]) / np.sqrt(2)
    l, s, tq = [(amp.conj() @ hg[q] @ amp).real for q in ('L', 'S', 'T')]
    assert abs(l + s - 0.5) < 1e-8
    print('  time %-3s period: <L_z> %.6f, <S_z> %.6f, <J_z> %.6f hbar'
          % (label, l, s, l + s))
    print('    torque c<(alpha x p)_z>             : %.1f eV'
          % (round(tq * eV, 1) + 0.0))
print('tests ok')
```

Printed output:

```
nuclear charge Z                        : 80
speed of light c                        : 137.035999 a.u.
gamma for Z = 80                        : 0.811906
1s energy without rest energy           : -96115.8 eV
1s mean radius                          : 0.008678 angstrom
1s weight of lower components           : 0.094047
1s <L_z>                                : 0.062698 hbar
1s <S_z>                                : 0.437302 hbar
2s energy without rest energy           : -24622.2 eV
2s mean radius                          : 0.034383 angstrom
2s weight of lower components           : 0.024092
2s <L_z>                                : 0.016061 hbar
2s <S_z>                                : 0.483939 hbar
1s spread (standard deviation) of L_z   : 0.242419 hbar
hydrogen Z = 1, 1s <L_z>                : 8.8753e-06 hbar
energy difference E(2s) - E(1s)         : 71493.7 eV
matrix element <1s|L_z|2s>              : 0.025749 hbar
matrix element <1s|S_z|2s>              : -0.025749 hbar
torque amplitude, 3D quadrature         : 1840.857 eV
torque amplitude, energy gap x |L_z|    : 1840.857 eV
torque amplitude, 3D quadrature         : 67.6503 hartree
equal superposition of 1s and 2s, both m = 1/2:
  time 0   period: <L_z> 0.065128, <S_z> 0.434872, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : 0.0 eV
  time 1/4 period: <L_z> 0.039380, <S_z> 0.460620, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : -1840.9 eV
  time 1/2 period: <L_z> 0.013631, <S_z> 0.486369, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : 0.0 eV
  time 3/4 period: <L_z> 0.039380, <S_z> 0.460620, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : 1840.9 eV
tests ok
```
